Fröhlich polaron at coupling one: on-shell and self-consistent band-edge shifts

**Problem**

An electron at the bottom of an isotropic parabolic band of mass m interacts with one branch of longitudinal optical (LO) phonons of energy ħω, the same for all wave vectors. The crystal is an infinite continuum at zero temperature, and the coupling is linear in the lattice displacement. Energies are measured from the band edge of the clamped lattice.

(a) Find the self-energy Σ(E) of lowest order in the coupling, for zero total momentum.

(b) For Fröhlich coupling α = 1, find the shift of the band edge in units of ħω, first on the mass shell, E = Σ(0), and then self-consistently, E = Σ(E).

(c) Decide which of the two lies closer to the ground-state energy of the model, and explain why.

**Hints**

1. Phonon exchange between two static charges must turn the electronic screening ε∞ into the full static screening ε0. This fixes the coupling strength.

2. At zero total momentum the electron carries minus the phonon momentum, so a state is specified by its phonons alone. Write the Schrödinger equation with at most one phonon present.

3. For (c), try a coherent state of phonons. Then see what states with two phonons add at order α².

**Solution**

**The coupling.** With Ω the crystal volume and the phonon zero-point energy dropped,

H = p²/2m + Σ_q ħω b†_q b_q + Σ_q (V_q b_q e^{iq·r} + h.c.).

Put two static electrons at a separation R. The factor e^{iq·r} becomes ρ_q = e^{iq·r₁} + e^{iq·r₂}, and completing the square in b_q lowers the energy by Σ_q |V_q|²|ρ_q|²/ħω. Since |ρ_q|² = 2 + 2cos(q·R), the part that depends on R is

−Σ_q (2|V_q|²/ħω) cos(q·R).

This must equal the change of the Coulomb energy when ε∞ is replaced by ε0. With κ = 1/ε∞ − 1/ε0 and ε_v the vacuum permittivity, that change is

−e²κ/(4πε_v R) = −Σ_q [e²κ/(ε_v Ω q²)] cos(q·R).

Comparing the two sums gives

|V_q|² = e²κħω/(2ε_v Ω q²).

**(a) The self-energy.** At zero total momentum, a state with one phonon q has an electron of momentum −ħq and the energy

D_q = ħω + ħ²q²/2m.

Let a be the amplitude of the state without phonons and c_q that of the state with one phonon. If states with more phonons are left out, the Schrödinger equation reads

E a = Σ_q V_q c_q,

E c_q = D_q c_q + V_q* a.

The second line gives c_q = V_q* a/(E − D_q). Inserting this in the first and dividing by a gives

E = Σ(E), Σ(E) = Σ_q |V_q|²/(E − D_q).

This Σ(E) is the lowest-order self-energy. The self-consistent equation is therefore the eigenvalue equation of the model restricted to at most one phonon.

To do the sum, replace Σ_q by (Ω/2π²)∫q²dq. The q² cancels that in |V_q|²:

Σ(E) = [e²κħω/(4π²ε_v)] ∫₀^∞ dq/(E − ħω − ħ²q²/2m).

Set r₀ = √(ħ/2mω), x = qr₀ and u = E/ħω. Then ħ²q²/2m = ħωx², and

Σ(E) = −[e²κ/(4π²ε_v r₀)] ∫₀^∞ dx/(1 − u + x²).

The Fröhlich constant is defined as

α = [e²κ/(4πε_vħ)] √(m/(2ħω)).

Multiplying by ħω and using √(mω/2ħ) = 1/(2r₀) gives αħω = e²κ/(8πε_v r₀). The prefactor of the integral is thus 2αħω/π. For u < 1 the integral equals π/(2√(1−u)), so

Σ(E) = −αħω/√(1 − E/ħω).

**(b) The two shifts.** On the mass shell the self-energy is taken at the unperturbed energy E = 0:

E = −αħω.

At α = 1 the edge moves down by 1.00 phonon energies.

For the self-consistent shift, write E = −yħω. The equation becomes

y = α/√(1+y), or y√(1+y) = α.

The left side rises steadily from zero, so there is one positive root. There is none with 0 ≤ u < 1, where Σ is negative and E is not. Squaring at α = 1 gives

y²(1+y) = 1.

The root is y = 0.75488, since 0.75488² × 1.75488 = 1.0000. The self-consistent shift is 0.755 phonon energies downward.

For weak coupling, 1/√(1+y) ≈ 1 − y/2 with y ≈ α, so y ≈ α − α²/2: the two results agree at first order and part at second. For strong coupling, y ≫ 1 gives y ≈ α^(2/3), which falls ever further below α.

A third recipe expands Σ(E) to first order about E = 0. The slope is Σ′(0) = −α/2, so E = −αħω − (α/2)E, or

E = −αħω/(1 + α/2).

At α = 1 this gives −0.667ħω. One self-energy thus yields three band-edge shifts, depending on how its energy argument is treated.

**(c) Which one is closer.** Keep zero total momentum but allow any number of phonons. The electron momentum is then −Σ_q ħq b†_q b_q, and

H₀ = (1/2m)(Σ_q ħq b†_q b_q)² + Σ_q ħω b†_q b_q + Σ_q (V_q b_q + V_q* b†_q).

Take a coherent state, for which b_q gives the number f_q. Moving the creation operators in the squared term to the left produces an extra Σ_q ħ²q² b†_q b_q, so the mean energy is

⟨H₀⟩ = Σ_q D_q|f_q|² + Σ_q (V_q f_q + V_q* f_q*) + (1/2m)|Σ_q ħq|f_q|²|².

If |f_q| is the same for q and −q, the last term vanishes. The rest is lowest for f_q = −V_q*/D_q, which has this symmetry, and its value is

⟨H₀⟩ = −Σ_q |V_q|²/D_q = Σ(0) = −αħω.

By the variational principle, the ground-state energy of the model is at or below −αħω. The self-consistent energy is also variational, because it is the lowest energy in a restricted set of states. Of two upper bounds the lower is the better. Since √(1+y) > 1, the root obeys y < α, so the on-shell value is closer for every α > 0. At α = 1 the self-consistent result is too high by at least 0.245ħω.

The reason appears at order α². Let c_qk be the amplitude of the two-phonon state, with the energy

D_qk = 2ħω + ħ²(q+k)²/2m.

With a = 1, the leading-order amplitudes are c_q = −V_q*/D_q and

c_qk = −(V_k* c_q + V_q* c_k)/D_qk = V_q*V_k*(1/D_q + 1/D_k)/D_qk.

They feed back into the one-phonon equation, which becomes (E − D_q)c_q = V_q* + Σ_k V_k c_qk. Inserting its solution in E = Σ_q V_q c_q, with E − D_q ≈ −D_q in the new term, gives through order α²

E = Σ(E) − Σ_qk |V_q|²|V_k|² (1/D_q + 1/D_k)/(D_q D_qk).

The double sum has two parts. Write it as α²ħω(R + C), where R comes from 1/D_q and C from 1/D_k. In R the second phonon is emitted and absorbed while the first is present; in C the two phonons are absorbed in the order in which they were emitted.

In reduced units, Σ_q|V_q|² becomes (ħω)²(α/2π²)∫d³x/x². The sums separate in position space through

1/(2+p²) = ∫d³r e^{ip·r} e^{−√2r}/(4πr),

with r in units of r₀ and p the sum of the two reduced phonon momenta. The transform (1/2π²)∫d³x e^{ix·r}(…) takes

1/x² to 1/r,

1/[x²(1+x²)] to (1−e^{−r})/r,

1/[x²(1+x²)²] to (1−e^{−r})/r − e^{−r}/2.

The last two follow from partial fractions, with 1/(1+x²) going to e^{−r}/r and 1/(1+x²)² to e^{−r}/2. The angular integral over r gives 4πr², and therefore

R = ∫₀^∞ dr e^{−√2r}[(1−e^{−r})/r − e^{−r}/2],

C = ∫₀^∞ dr e^{−√2r}(1−e^{−r})²/r.

Use ∫₀^∞ dr (e^{−ar} − e^{−br})/r = ln(b/a). For C, first write (1−e^{−r})² = (1−e^{−r}) − (e^{−r}−e^{−2r}). The results are

R = ln(1+1/√2) − 1/[2(1+√2)] = 0.32769,

C = ln[(1+√2)/2] = 0.18823.

The term Σ(E), expanded with E ≈ −αħω, supplies −α + α²/2. Altogether

E/ħω = −α + (1/2 − R − C)α² + … = −α − 0.0159α² + …

Self-consistency keeps the +1/2 and drops R + C = 0.5159, which nearly cancels it. The on-shell value drops both. Physically, the self-consistent equation lowers the energy of the electron without phonons but leaves the electron in the one-phonon states undressed. The energy cost of emitting a phonon is then overestimated, which is the missing term R. The crossed processes in C are missing as well. Both terms lower the energy, so without them the shift comes out too small.

At α = 1 the series through second order gives −1.016ħω. The α³ term is not included here, so this is an estimate and not the exact energy.

**Numbers for a polar semiconductor.** Take ħω = 80 meV, ε∞ = 4 and ε0 = 10, so that κ = 0.250 − 0.100 = 0.150. Solving the definition of α for the mass gives

m = 2ħω[4πε_vħα/(e²κ)]².

For α = 1 this is 0.261 electron masses, and r₀ = 1.35 nm. The shifts are

on shell: −1.000 × 80 meV = −80.0 meV,

self-consistent: −0.75488 × 80 meV = −60.4 meV.

The choice of recipe moves the computed band edge by 19.6 meV.

These are round model values, roughly in the range of polar oxide semiconductors used for transistor channels; no particular compound is meant. Real oxides have several polar branches, often anisotropic masses, and short-range coupling to other phonons, none of which is sized here. A filled channel also breaks the one-electron assumption. The plasma energy ħ√(Ne²/(ε_vε∞m)) reaches 80 meV at a carrier density N = 4.9×10¹⁸ cm⁻³. Near and above that density the carriers respond as fast as the lattice, and the unscreened coupling used here no longer applies. Band filling matters well below it. With the coupling left unscreened, occupied states with qr₀ < x_F = k_F r₀ are blocked as final states and add a term of opposite sign, so at zero temperature the on-shell shift becomes −αħω[1 − (2/π)(arctan x_F + artanh x_F)] for x_F < 1. This is −0.75ħω at 10¹⁷ cm⁻³ and −0.47ħω at 10¹⁸ cm⁻³. At 300 K the occupations are smaller, and 10¹⁸ cm⁻³ changes −1.047ħω to −0.86ħω. The combined effect of filling and screening needs a separate calculation. The changes due to temperature, the finite zone and the band shape are estimated in the variations.

**Variation 1: the same edge at 300 K**

*How do the two shifts change when phonons are thermally occupied?*

The occupation is n = 1/(e^{ħω/k_BT} − 1) = 0.0474. Emission gains the factor 1+n. Absorption removes a phonon, so its denominator is E + ħω − ħ²q²/2m:

Σ/ħω = −α(1+n)/√(1−u) + (2αn/π)∫₀^∞ dx/(1+u−x²).

For u > −1 the last integrand has a pole at x = P, with P = √(1+u). Its antiderivative, (1/2P)ln|(P+x)/(P−x)|, vanishes at both limits, and its values on the two sides of the pole cancel, so the principal value is zero. The pole itself contributes −iπ/(2P). For u > −1 and an unbounded parabolic band, absorption therefore causes damping but no shift:

Im Σ = −αnħω/√(1+u).

On the mass shell the shift is −α(1+n)ħω = −1.047ħω, or −83.8 meV, with |Im Σ| = 3.8 meV.

If the damping is ignored in finding the root, the self-consistent condition is y√(1+y) = α(1+n). This form holds for y < 1, and its root is y = 0.784, a shift of −62.7 meV. There |Im Σ| = 3.8/√(1−0.784) = 8.2 meV, more than twice the on-shell value, because the root lies close to the absorption threshold u = −1. The distance to that threshold is 0.216 × 80 = 17 meV, not much larger than the damping, so this root is an estimate: with the damping kept, the root moves to u = −0.771 − 0.078i, and the spectral function peaks at u = −0.777.

This is not the only solution. For u < −1 the absorption integral has no pole and gives the real term −αn/√(−1−u), which diverges at the threshold. The condition there is y = α(1+n)/√(1+y) + αn/√(y−1), with the root y = 1.027, an undamped level at −82.1 meV of weight 1/(1 − Σ′) = 0.15. At 300 K the self-consistent lowest-order equation thus gives a damped main peak and a sharp satellite just below the absorption threshold, not a single band edge.

**Variation 2: a finite zone and a nonparabolic band**

*How much of the shift comes from momenta at which the continuum model is doubtful?*

Replace the Brillouin zone of a cubic crystal with cell edge 0.50 nm by a sphere of equal volume. Its radius is (6π²)^(1/3)/(0.50 nm), which in units of 1/r₀ is X = 10.5. With α = 1 and this upper limit, the on-shell shift becomes

−(2/π) arctan(X) = −0.940 phonon energies.

The self-consistent condition becomes

y√(1+y) = (2/π) arctan[X/√(1+y)],

with the numerical root y = 0.706. The cutoff reduces both shifts by 6 to 7 percent of their continuum values.

Now let the band flatten according to T(1+T/G) = x². Here T is the kinetic energy in units of ħω, and G = 3500/80 = 43.75 corresponds to a band gap of 3.5 eV. Solving for T,

T = (G/2)[√(1+4x²/G) − 1].

Replacing x² by T in the integrand and integrating numerically up to X gives −1.02ħω on the shell and −0.764ħω self-consistently. Since T < x², the energy denominators are smaller and the shifts larger; with the coupling left unchanged, this slightly outweighs the cutoff. In a band made nonparabolic by mixing across the gap, the overlap of the Bloch states also falls below one as q grows. That weakens the coupling and can reverse this small net change.

The result is an estimate of size. T exceeds G when x² > 2G, that is for x > 9.4, so near the zone boundary the kinetic energy is larger than the gap and this simple band form cannot be relied on. In each version the gap between the two recipes, about a quarter of a phonon energy, is larger than the changes made by the cutoff and the band shape.
